# Maxwell-Wagner Relaxation and Apparent Permittivity of Two Leaky Layers: verification in Python

```python
# Maxwell-Wagner relaxation of two leaky dielectric layers in series.
# Result under test, at fixed voltage:
#   tau = eps0 (e1 d2 + e2 d1) / (s1 d2 + s2 d1)
#   apparent permittivity = e_inf + (e_s - e_inf)/(1 + i w tau) + s_dc/(i w eps0)
#   e_s -> e1 (d1 + d2)/d1 when layer 1 is nearly insulating:
#   g = s1 d2/(s2 d1) << 1 and (C2/C1) g^2 << 1.
# e1, e2: relative permittivities; s1, s2: conductivities (S/m);
# d1, d2: thicknesses (m); w: angular frequency (rad/s). SI units inside.
# Layer 1 is alumina, layer 2 is leaky hafnium-zirconium oxide (HZO).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

eps0, q_e, k_B = const.epsilon_0, const.e, const.k
nm = 1e-9
MV_per_cm = 1e8          # V/m


def derived(e1, e2, s1, s2, d1, d2, vac):
    """Derived formulas: tau, e_inf, e_s, s_dc."""
    d = d1 + d2
    cap, con = e1*d2 + e2*d1, s1*d2 + s2*d1
    return (vac*cap/con, d*e1*e2/cap,
            d*(e1*d1*s2**2 + e2*d2*s1**2)/con**2, d*s1*s2/con)


def direct(w, e1, e2, s1, s2, d1, d2):
    """Complex apparent permittivity from the series connection itself."""
    c1 = e1 + s1/(1j*w*eps0)
    c2 = e2 + s2/(1j*w*eps0)
    return (d1 + d2)/(d1/c1 + d2/c2)


# ---- symbolic test of the single-relaxation form (p stands for i w)
E1s, E2s, S1s, S2s, D1s, D2s, vac, p = sp.symbols(
    'e1 e2 s1 s2 d1 d2 vac p', positive=True)
t_s, inf_s, stat_s, dc_s = derived(E1s, E2s, S1s, S2s, D1s, D2s, vac)
series = (D1s + D2s)/(D1s/(E1s + S1s/(p*vac)) + D2s/(E2s + S2s/(p*vac)))
form = inf_s + (stat_s - inf_s)/(1 + p*t_s) + dc_s/(p*vac)
assert sp.expand(sp.numer(sp.together(series - form))) == 0
strength = (D1s + D2s)*D1s*D2s*(E1s*S2s - E2s*S1s)**2/(
    (E1s*D2s + E2s*D1s)*(S1s*D2s + S2s*D1s)**2)
assert sp.expand(sp.numer(sp.together(stat_s - inf_s - strength))) == 0

# ---- example parameters (rough typical values)
e1, e2 = 9.0, 30.0
s1, s2 = 1e-12, 1e-8     # S/m
d1, d2 = 5*nm, 20*nm
d = d1 + d2
V, T = 0.1, 300.0
example = (e1, e2, s1, s2, d1, d2)
tau, e_inf, e_s, s_dc = derived(*example, eps0)
g = s1*d2/(s2*d1)
cap_ratio = (e2/d2)/(e1/d1)
e_limit = e1*d/d1


def step_test(layers):
    """Integrate the interface charge after a voltage step; test the formulas."""
    a1, a2, c1, c2, l1, l2 = layers
    time, _, stat, _ = derived(*layers, eps0)
    matrix = np.array([[l1, l2], [-eps0*a1, eps0*a2]])
    inverse = np.linalg.inv(matrix)
    j_dc = V/(l1/c1 + l2/c2)

    def rate(t, y):          # y: interface charge, excess conducted charge
        f1, f2 = inverse @ np.array([V, y[0]])
        return [c1*f1 - c2*f2, c1*f1 - j_dc]

    sol = solve_ivp(rate, (0, 30*time), [0.0, 0.0], method='LSODA',
                    t_eval=np.linspace(0, 30*time, 61), rtol=1e-10, atol=1e-15)
    field1 = np.array([(inverse @ np.array([V, s]))[0] for s in sol.y[0]])
    start = V*a2/(a1*l2 + a2*l1)
    end = V*c2/(c1*l2 + c2*l1)
    law = end + (start - end)*np.exp(-sol.t/time)
    assert np.allclose(field1, law, rtol=1e-6)
    excess = eps0*a1*field1[-1] + sol.y[1][-1]
    assert abs(excess*(l1 + l2)/(eps0*V)/stat - 1) < 1e-6
    return start, end, sol.y[0][-1]


step_test((6.0, 20.0, 3e-9, 1e-8, 4*nm, 9*nm))     # comparable conductances
E1_start, E1_end, q_end = step_test(example)
E2_start = (V - E1_start*d1)/d2
E2_end = (V - E1_end*d1)/d2

# ---- relaxation loss peak, found numerically from the series connection
dc_direct = d/(d1/s1 + d2/s2)


def minus_loss(log_w):
    w = np.exp(log_w)
    return direct(w, *example).imag + dc_direct/(w*eps0)


peak = minimize_scalar(minus_loss, bounds=(np.log(1e-1), np.log(1e4)),
                       method='bounded', options={'xatol': 1e-10})
w_peak = np.exp(peak.x)
assert abs(w_peak*tau - 1) < 1e-5
tau_limit = eps0*(e2 + e1*d2/d1)/s2
assert abs(tau_limit*w_peak - 1) < 3*g

# ---- insulating limit and its correction, against the direct response
for ratio in (1e-4, 1e-2, 0.25, 1.0):
    gg = ratio*d2/d1
    low = direct(1e-4, e1, e2, ratio*s2, s2, d1, d2).real
    corrected = e_limit*(1 + cap_ratio*gg**2)/(1 + gg)**2
    assert abs(low/corrected - 1) < 1e-6
assert abs(direct(1e-4, *example).real/e_limit - 1) < 3*g
e_equal_g = direct(1e-4, e1, e2, s2*d1/d2, s2, d1, d2).real
assert e_equal_g < 0.6*e_limit      # a thin layer alone does not suffice

# ---- no dispersion when both layers have the same intrinsic time
for w in (1e-2, 1.0, 1e2, 1e4):
    same = direct(w, e1, e2, s2*e1/e2, s2, d1, d2).real
    assert abs(same/e_inf - 1) < 1e-9

# ---- source resistance: circuit eigenvalues
area = 1e-8                          # m^2
C = eps0*area*np.array([e1/d1, e2/d2])
G = area*np.array([s1/d1, s2/d2])


def decay_rates(resistance):
    m = np.array([[1/resistance + G[0], 1/resistance],
                  [1/resistance, 1/resistance + G[1]]])/C[:, None]
    return np.sort(np.linalg.eigvals(m).real)


R_source = 100.0
slow, fast = decay_rates(R_source)
C_inf = eps0*e_inf*area/d
assert abs(slow*tau - 1) < 1e-5
assert abs(fast*R_source*C_inf - 1) < 1e-5
own_times = np.array([eps0*e1/s1, eps0*e2/s2])
assert np.allclose(decay_rates(1e18), np.sort(1/own_times), rtol=1e-4)


# ---- lower edge of the low-loss window and series-mode reading
def tan_delta(w):
    value = direct(w, *example)
    return -value.imag/value.real


w_edge = brentq(lambda w: tan_delta(w) - 1, 1e-4, 1e-1)
assert abs(w_edge*eps0*e1/s1 - 1) < 3e-3


def series_mode(w):
    return -1/(1/(1j*direct(w, *example))).imag


for w in (1e-2, 1.0, 1e2):
    expected = direct(w, *example).real*(1 + tan_delta(w)**2)
    assert abs(series_mode(w)/expected - 1) < 1e-9

# ---- neglected: finite thickness of the charge layer in the HZO
n_mobile = 1e25                      # 1/m^3
screen = np.sqrt(eps0*e2*k_B*T/(q_e**2*n_mobile))
e_screened = d/(d1/e1 + screen*np.tanh(d2/screen)/e2)
N = 4000
h = d2/N
bands = np.zeros((3, N))             # potential at nodes 0..N-1, zero at node N
bands[0, 1:] = -e2/h
bands[2, :-1] = -e2/h
bands[1, :] = 2*e2/h + e2*h/screen**2
bands[1, 0] = e1/d1 + e2/h + e2*h/(2*screen**2)
source = np.zeros(N)
source[0] = e1*V/d1
potential = solve_banded((1, 1), bands, source)
e_numeric = e1*(V - potential[0])/d1*d/V
assert abs(e_numeric/e_screened - 1) < 1e-5


# ---- neglected: tunnelling through the alumina (metal assumed on both sides)
def tunnel_conductance(mass, barrier_eV):
    """Low-voltage conductance per area (S/m^2), semiclassical transmission."""
    kappa = np.sqrt(2*mass*const.m_e*barrier_eV*q_e)/const.hbar
    x = 2*kappa*d1
    closed = np.exp(-x)*(1 + x)/(4*d1**2)
    k0, L = kappa*nm, d1/nm
    integral = quad(lambda k: k*np.exp(-2*L*np.sqrt(k0**2 + k**2)), 0, 10,
                    epsabs=0, epsrel=1e-9, limit=200)[0]/nm**2
    assert abs(integral/closed - 1) < 1e-6
    return 2*q_e**2/const.h*closed/(2*np.pi)


barriers = ((0.3, 3.0), (0.2, 2.5))
tunnel = [tunnel_conductance(*b) for b in barriers]
s1_tunnel = s1 + tunnel[1]*d1
e_tunnel = derived(e1, e2, s1_tunnel, s2, d1, d2, eps0)[2]

# ---- neglected: hopping nonlinearity, heating, breakdown, switching
hop = 2*nm


def hopping_gain(field):
    """Net forward-minus-backward hopping rate over its linear part."""
    x = q_e*hop*field/(2*k_B*T)
    return (np.exp(x) - np.exp(-x))/(2*x)


E_act, T_hot = 0.5, 358.15
s2_hot = s2*np.exp(E_act*q_e/k_B*(1/T - 1/T_hot))
tau_hot = derived(e1, e2, s1, s2_hot, d1, d2, eps0)[0]
E_break, E_coercive = 5*MV_per_cm, 1*MV_per_cm

# ---- output
print(f"alumina: e1 = {e1:.0f}, d1 = {d1/nm:.0f} nm, s1 = {s1/100:.1e} S/cm")
print(f"HZO:     e2 = {e2:.0f}, d2 = {d2/nm:.0f} nm, s2 = {s2/100:.1e} S/cm")
print(f"voltage step = {V:.1f} V, temperature = {T:.0f} K")
print(f"conductance ratio g = {g:.1e}, C2/C1 = {cap_ratio:.3f}")
print(f"relaxation time tau = {tau*1e3:.2f} ms")
print(f"tau in the insulating limit = {tau_limit*1e3:.2f} ms")
print(f"relaxation frequency 1/(2 pi tau) = {1/(2*np.pi*tau):.3f} Hz")
print(f"own time of alumina = {own_times[0]:.1f} s")
print(f"own time of HZO = {own_times[1]*1e3:.2f} ms")
print(f"e_inf = {e_inf:.2f}, e_s = {e_s:.2f}, limit e1 d/d1 = {e_limit:.2f}")
print(f"apparent dc conductivity = {s_dc/100:.3e} S/cm")
print(f"e_s if g = 1 (s1 = {s2*d1/d2/100:.1e} S/cm) = {e_equal_g:.2f}")
print(f"alumina field, start = {E1_start/MV_per_cm:.4f} MV/cm")
print(f"alumina field, end = {E1_end/MV_per_cm:.4f} MV/cm")
print(f"HZO field, start = {E2_start/MV_per_cm:.4f} MV/cm")
print(f"HZO field, end = {E2_end/MV_per_cm:.2e} MV/cm")
print(f"final interface charge = {q_end*100:.4f} uC/cm2")
print("frequency (Hz), parallel e', tan delta, series-mode e:")
for f in (1e-3, 1e-1, 1/(2*np.pi*tau), 1e3):
    w = 2*np.pi*f
    print(f"  {f:.3e}  {direct(w, *example).real:.2f}"
          f"  {tan_delta(w):.2e}  {series_mode(w):.2f}")
print(f"frequency where tan delta = 1: {w_edge/(2*np.pi)*1e3:.3f} mHz")
print("neglected effects:")
print(f"mobile charge density taken = {n_mobile/1e6:.0e} cm^-3")
print(f"screening length in HZO = {screen/nm:.2f} nm")
print(f"plateau with screening = {e_screened:.2f}"
      f" ({100*(e_screened/e_limit - 1):.1f} % from the limit)")
print(f"potential drop in that layer = {potential[0]*1e3:.1f} mV,"
      f" kT/e = {k_B*T/q_e*1e3:.1f} mV")
print(f"layer conductances: alumina {s1/d1/1e4:.1e},"
      f" HZO {s2/d2/1e4:.1e} S/cm2")
for (mass, barrier), value in zip(barriers, tunnel):
    print(f"tunnelling, mass {mass:.1f} m_e, barrier {barrier:.1f} eV:"
          f" {value/1e4:.1e} S/cm2")
print(f"plateau e_s with the larger tunnelling = {e_tunnel:.2f}")
print(f"hopping distance taken = {hop/nm:.0f} nm")
print(f"hopping gain: HZO at start {hopping_gain(E2_start):.4f},"
      f" alumina at end {hopping_gain(E1_end):.3f}")
print(f"tau at {T_hot:.2f} K, activation {E_act:.1f} eV = {tau_hot*1e3:.2f} ms")
print(f"alumina breakdown field taken = {E_break/MV_per_cm:.0f} MV/cm")
print(f"voltage reaching it: at once {E_break*V/E1_start:.2f} V,"
      f" after relaxation {E_break*V/E1_end:.2f} V")
print(f"HZO start field / coercive field ({E_coercive/MV_per_cm:.0f} MV/cm)"
      f" = {E2_start/E_coercive:.3f}")
print(f"source {R_source:.0f} ohm, area {area*1e4:.0e} cm2:"
      f" charging time = {1e9/fast:.2f} ns")
print("checks complete")
```

Printed output:

```
alumina: e1 = 9, d1 = 5 nm, s1 = 1.0e-14 S/cm
HZO:     e2 = 30, d2 = 20 nm, s2 = 1.0e-10 S/cm
voltage step = 0.1 V, temperature = 300 K
conductance ratio g = 4.0e-04, C2/C1 = 0.833
relaxation time tau = 58.41 ms
tau in the insulating limit = 58.44 ms
relaxation frequency 1/(2 pi tau) = 2.725 Hz
own time of alumina = 79.7 s
own time of HZO = 26.56 ms
e_inf = 20.45, e_s = 44.96, limit e1 d/d1 = 45.00
apparent dc conductivity = 4.998e-14 S/cm
e_s if g = 1 (s1 = 2.5e-11 S/cm) = 20.62
alumina field, start = 0.0909 MV/cm
alumina field, end = 0.1999 MV/cm
HZO field, start = 0.0273 MV/cm
HZO field, end = 2.00e-05 MV/cm
final interface charge = -0.1593 uC/cm2
frequency (Hz), parallel e', tan delta, series-mode e:
  1.000e-03  44.96  2.00e+00  224.50
  1.000e-01  44.93  4.00e-02  45.00
  2.725e+00  32.71  3.76e-01  37.33
  1.000e+03  20.45  3.27e-03  20.45
frequency where tan delta = 1: 1.999 mHz
neglected effects:
mobile charge density taken = 1e+19 cm^-3
screening length in HZO = 2.07 nm
plateau with screening = 40.03 (-11.0 % from the limit)
potential drop in that layer = 11.0 mV, kT/e = 25.9 mV
layer conductances: alumina 2.0e-08, HZO 5.0e-05 S/cm2
tunnelling, mass 0.3 m_e, barrier 3.0 eV: 4.8e-13 S/cm2
tunnelling, mass 0.2 m_e, barrier 2.5 eV: 8.5e-08 S/cm2
plateau e_s with the larger tunnelling = 44.81
hopping distance taken = 2 nm
hopping gain: HZO at start 1.0019, alumina at end 1.103
tau at 358.15 K, activation 0.5 eV = 2.53 ms
alumina breakdown field taken = 5 MV/cm
voltage reaching it: at once 5.50 V, after relaxation 2.50 V
HZO start field / coercive field (1 MV/cm) = 0.027
source 100 ohm, area 1e-04 cm2: charging time = 7.24 ns
checks complete
```
